# Spin Mistracking in a One-Dimensional Domain Wall

## The problem

A ferromagnetic wire contains a wall across which the magnetization turns by 180°. Conduction electrons are modelled as independent particles in one dimension, without disorder or inelastic scattering:

$$H=\frac{p^2}{2m}-\frac{\Delta}{2}\,\mathbf n(x)\cdot\boldsymbol\sigma,\qquad \mathbf n=(\sin\theta,0,\cos\theta).$$

Here $\Delta>0$ is the exchange splitting. A spin along $+\mathbf n$ has the lower energy and is called majority; a spin along $-\mathbf n$ is called minority. Both names refer to the local direction of $\mathbf n$. The angle is $\theta=0$ for $x<0$, $\theta=qx$ with $q=\pi/w$ for $0<x<w$, and $\theta=\pi$ for $x>w$. The energy $E$ is measured from the midpoint between the two band bottoms, and $E>\Delta/2$, so that both spin channels are open.

A majority electron arrives from the left. With what probability $P$ does it leave on the right as a minority electron? How does the failure of its spin to follow the magnetization, called mistracking, depend on the wall width? Take $E=4$ eV, $\Delta=0.4$ eV, $w=40$ nm and the free-electron mass as round model values.

## The rotating frame

Multiply the Schrödinger equation by $2m/\hbar^2$ and define $\varepsilon=2mE/\hbar^2$ and $\delta=m\Delta/\hbar^2$:

$$-\psi''-\delta\,\mathbf n\cdot\boldsymbol\sigma\,\psi=\varepsilon\psi .$$

Write $\psi=R\chi$ with $R=e^{-i\theta\sigma_y/2}$. Since $\sigma_y$ anticommutes with $\sigma_z$, we have $\sigma_zR^\dagger=R\sigma_z$, and therefore

$$R\sigma_zR^\dagger=R^2\sigma_z=(\cos\theta-i\sin\theta\,\sigma_y)\sigma_z=\cos\theta\,\sigma_z+\sin\theta\,\sigma_x=\mathbf n\cdot\boldsymbol\sigma,$$

where $\sigma_y\sigma_z=i\sigma_x$ was used. In the new frame the magnetization points along $z$ everywhere. The price appears in the derivative:

$$\psi'=R\,D\chi,\qquad D=\partial_x-\tfrac{i}{2}\theta'\sigma_y .$$

Applying this twice gives $-D^2\chi-\delta\sigma_z\chi=\varepsilon\chi$.

Inside the wall $\theta'=q$ is constant, so there are plane waves $\chi=e^{ikx}u$. For them $-D^2$ becomes $(k-q\sigma_y/2)^2=k^2+q^2/4-kq\sigma_y$, and

$$\left(k^2+\tfrac{q^2}{4}-\varepsilon\right)u=(kq\,\sigma_y+\delta\,\sigma_z)\,u .\tag{1}$$

The spin of such a wave lies along an axis in the $yz$ plane, tilted away from $z$ by $\alpha$, with $\tan\alpha=kq/\delta$. For a fast electron, $k$ is close to $k_0=\sqrt\varepsilon$. With $v=\hbar k_0/m$, define

$$\kappa=\frac{\delta}{k_0}=\frac{\Delta}{\hbar v},\qquad L_p=\frac{2\pi}{\kappa}=\frac{2\pi\hbar v}{\Delta}.$$

The lead wavenumbers are $k_\pm=\sqrt{\varepsilon\pm\delta}$. Their difference is $2\delta/(k_++k_-)\approx\kappa$, so $L_p$ is the distance over which the two spin components acquire a relative phase $2\pi$. It is the precession length. Then

$$\tan\alpha=\frac q\kappa=\frac{\pi}{w}\,\frac{L_p}{2\pi}=\frac{L_p}{2w}.\tag{2}$$

## A tempting solution

The electron enters as majority. In the wall it therefore occupies the majority-like wave of equation (1), whose spinor is

$$u_+=\begin{pmatrix}\cos(\alpha/2)\\ i\sin(\alpha/2)\end{pmatrix}.$$

At $x=w$ the rotation stops and the spin is projected on the minority state, the lower component. Hence

$$P_{\rm tempting}=\sin^2\frac\alpha2\approx\left(\frac{L_p}{4w}\right)^2\quad(w\gg L_p).$$

This vanishes for a wide wall and depends on the correct ratio. For the given values, $L_p=12.26$ nm and $\tan\alpha=0.1533$, so $\cos\alpha=0.9885$ and $P_{\rm tempting}=(1-\cos\alpha)/2=0.0058$.

## Where it fails

Let the wall become very thin. Then $\alpha\to90^\circ$ and the tempting answer tends to $1/2$. But a spin has no time to turn in a vanishing wall. It keeps its direction in the laboratory while the magnetization reverses, so a transmitted majority electron must emerge as minority. Apart from a reflection that is small for fast electrons, $P$ must tend to 1.

The fault is at the entrance. The solution projects the spin at $x=w$, where the rotation stops abruptly, but not at $x=0$, where it starts just as abruptly. The arriving spin points along $z$, not along the tilted axis. It is a superposition of both waves in the wall, and these interfere at the exit.

## The right solution for fast electrons

Set $\chi=e^{ik_0x}\varphi$. Then $D\chi=e^{ik_0x}(ik_0+D)\varphi$, and because $k_0^2=\varepsilon$ the wave equation becomes

$$-2ik_0D\varphi-D^2\varphi-\delta\sigma_z\varphi=0 .$$

The spinor $\varphi$ varies at the rates $q$ and $\kappa$. If both are small compared with $k_0$, the term $D^2\varphi$ is small beside $k_0D\varphi$ and is dropped. This also drops reflection. What remains is $D\varphi=(i/2)\kappa\sigma_z\varphi$, or

$$\varphi'=\frac i2\left(\theta'\sigma_y+\kappa\sigma_z\right)\varphi .\tag{3}$$

In the wall, let $Q=\sqrt{q^2+\kappa^2}$. The matrix in brackets is $Q(\sin\alpha\,\sigma_y+\cos\alpha\,\sigma_z)$. Its eigenvectors are $u_+$, with eigenvalue $+Q$, and

$$u_-=\begin{pmatrix}i\sin(\alpha/2)\\ \cos(\alpha/2)\end{pmatrix},$$

with eigenvalue $-Q$. The overlaps of the incoming spinor $(1,0)^T$ with them are $u_+^\dagger(1,0)^T=\cos(\alpha/2)$ and $u_-^\dagger(1,0)^T=-i\sin(\alpha/2)$. Since $\psi$ and $R$ are continuous, so is $\varphi$, and

$$\varphi(x)=\cos\tfrac\alpha2\,e^{iQx/2}u_+-i\sin\tfrac\alpha2\,e^{-iQx/2}u_- .$$

The lower component at $x=w$ is

$$i\sin\tfrac\alpha2\cos\tfrac\alpha2\left(e^{iQw/2}-e^{-iQw/2}\right)=-\sin\alpha\,\sin\frac{Qw}{2}.$$

Let $s=\kappa/q=2w/L_p$. Then $\sin^2\alpha=q^2/Q^2=1/(1+s^2)$ and $Qw/2=(qw/2)\sqrt{1+s^2}$ with $qw=\pi$. The answer is

$$\boxed{P=\frac{\sin^2\!\left(\frac{\pi}{2}\sqrt{1+s^2}\right)}{1+s^2},\qquad s=\frac{2w}{L_p}.}\tag{4}$$

For $s\to0$ this gives $P\to1$, as required. The assumption $q\ll k_0$ fails in that limit, but the abrupt wall solved below differs from $P=1$ only by its small reflection.

## What scales, and how

**Inside the wall.** The spin precesses about the tilted axis on a cone of half-angle $\alpha$. The local magnetization direction lies on this cone, because the spin started there. After half a turn, $Qx=\pi$, the spin is therefore $2\alpha$ away from the magnetization. This point always lies in the wall, since $Qw=\pi\sqrt{1+s^2}\ge\pi$. For $w\gg L_p$ the largest mistracking angle is thus $2\alpha\approx L_p/w$: it scales with the ratio of precession length to wall width.

**At the exit.** The probability has the envelope $1/(1+s^2)$, which for a wide wall is $(L_p/2w)^2$, the square of the tilt. Equation (4) touches the envelope when $\sqrt{1+s^2}=2n+1$, where $P=1/(2n+1)^2$. It vanishes when $\sqrt{1+s^2}=2n$, with $n=1,2,\dots$

The first zero has $s=\sqrt3$, so $w=\sqrt3L_p/2=10.62$ nm and $\tan\alpha=1/\sqrt3$. The spin swings $60^\circ$ away from the magnetization and returns to it at the exit. A small exit probability does not prove that the spin tracked the wall.

For $w\gg L_p$ the squared sine has a period close to $L_p$ in $w$, over which the envelope hardly changes. The average over one oscillation is therefore

$$\overline P\approx\frac12\left(\frac{L_p}{2w}\right)^2 .$$

This is twice the tempting result. Each end of the wall mixes the two waves with probability $\sin^2(\alpha/2)$. The tempting solution counts one end, while the average counts both and removes their interference.

## Transmission without the fast-electron approximation

Equation (1) also gives the exact solution. The matrix on its right has eigenvalues $\pm\sqrt{k^2q^2+\delta^2}$. Squaring, with $X=k^2$,

$$\left(X+\tfrac{q^2}{4}-\varepsilon\right)^2=q^2X+\delta^2 .$$

Collecting powers of $X$,

$$X^2-2X\left(\varepsilon+\tfrac{q^2}{4}\right)+\left(\varepsilon-\tfrac{q^2}{4}\right)^2-\delta^2=0 .$$

Because $(\varepsilon+q^2/4)^2-(\varepsilon-q^2/4)^2=\varepsilon q^2$,

$$k^2=\varepsilon+\frac{q^2}{4}\pm\sqrt{\varepsilon q^2+\delta^2}.$$

There are four wavenumbers $k_j$ with spinors $u_j$. Continuity of $\psi$ and $\psi'=RD\chi$ requires continuity of $\chi$ and $D\chi$, not of $\chi'$. Let $K$ be the diagonal matrix of $k_+,k_-$, and let $a$, $r$ and $t$ be the incoming, reflected and transmitted spinors. In the leads $D=\partial_x$, so

$$a+r=\sum_jc_ju_j,\qquad K(a-r)=\sum_jc_j\left(k_j-\tfrac q2\sigma_y\right)u_j,$$

$$t=\sum_jc_je^{ik_jw}u_j,\qquad Kt=\sum_jc_je^{ik_jw}\left(k_j-\tfrac q2\sigma_y\right)u_j .$$

These are eight linear equations for the two components of $r$, the two of $t$ and the four $c_j$. A probability is a ratio of currents, so each squared amplitude is multiplied by $k_{\rm out}/k_{\rm in}$.

## Numbers

The velocity is $v=1.186\times10^6$ m/s and $k_0=10.25$ nm$^{-1}$. For $w=40$ nm,

$$\tan\alpha=\frac{12.264}{2\times40}=0.1533,\qquad \alpha=8.72^\circ,\qquad s=\frac{80}{12.264}=6.523 .$$

The phase is $Qw/2=10.366$ rad. Subtracting $3\pi$ leaves $0.941$ rad, whose squared sine is $0.653$. Hence

$$P=\frac{0.653}{1+6.523^2}=0.0150 .$$

The exact matching gives $0.0151$, and $0.9849$ for leaving as majority. The tempting value $0.0058$ is too small by a factor of 2.6. Other widths show the oscillation:

| $w$ (nm) | $L_p/2w$ | $P$, eq. (4) | $P$, exact |
|---|---|---|---|
| 5 | 1.226 | 0.4842 | 0.4839 |
| 10 | 0.613 | 0.0051 | 0.0050 |
| 20 | 0.307 | 0.0548 | 0.0546 |
| 40 | 0.153 | 0.0150 | 0.0151 |
| 80 | 0.077 | 0.0057 | 0.0057 |

At 10 nm, close to the first zero, the tempting formula gives $0.074$ and is too large by a factor of about 15. It errs in both directions because it contains no interference.

The exact probability, averaged over one oscillation at widths of 5, 10 and 20 $L_p$, falls as $w^{-1.99}$. At $20L_p$ the average times $(2w/L_p)^2$ is $0.500$, as predicted.

The numerical check also integrates the original equation for $\psi$, without the rotating frame. Its transmission and reflection probabilities agree with the matching solution to better than $10^{-6}$ for walls of 5, 10 and 40 nm. In the 40 nm wall the largest angle between spin and magnetization is $17.87^\circ$, against $2\alpha=17.43^\circ$. The difference, 2.5% of $2\alpha$, is within the size of the dropped terms, $\kappa/k_0=\Delta/2E=0.05$.

Equation (4) needs one more condition in very wide walls, where a small error in the precession rate accumulates. With $b=\delta/\varepsilon$,

$$k_+-k_-=k_0\left(\sqrt{1+b}-\sqrt{1-b}\right)\approx\kappa\left(1+\frac{b^2}{8}\right),$$

so the phase error, about $\kappa wb^2/16$, must stay well below one radian. Close to a zero of $P$ even a small phase error matters in relative terms.

## Mistracking is not reflection

For this coherent wire the conductance is $e^2/h$ times the sum of all four transmission probabilities. With the 40 nm wall it is $2.000000\,e^2/h$, the value without a wall to the digits shown. The reflection probability is about $10^{-8}$, although 1.5% of the electrons change channel. Mistracking redistributes electrons between spin channels; it affects a measurement that distinguishes those channels, but here it causes almost no resistance. This rests on the absence of scattering in the model. In a real ferromagnet majority and minority electrons are scattered unequally, and then mixing the channels raises the resistance even if the wall itself reflects nothing.

When $E\gg\Delta/2$, as here, even an abrupt wall reflects little. The spin is then fixed in the laboratory, and the electron passes from wavenumber $k_+$ to $k_-$. Continuity of the wave and its slope gives $1+r=t$ and $k_+(1-r)=k_-t$, so

$$|r|^2=\left(\frac{k_+-k_-}{k_++k_-}\right)^2=\left(\frac{0.5125}{20.486}\right)^2=6.3\times10^{-4}.$$

## A wall without sharp ends

The two ends produced the interference in equation (4), so its power law should not be carried over to a smooth profile. Take $\theta=2\arctan e^{x/\lambda}$, for which $\theta'=\lambda^{-1}\operatorname{sech}(x/\lambda)$.

**Local tilt.** Let $\mathbf S=\varphi^\dagger\boldsymbol\sigma\varphi$. Equation (3) and the spin commutators give $S_x'=\kappa S_y-\theta'S_z$ and $S_y'=-\kappa S_x$. Eliminating $S_x$,

$$S_y=\frac{\theta'}{\kappa}S_z-\frac{S_y''}{\kappa^2}.$$

When $\kappa\lambda\gg1$ the last term is small, and the tilt at the centre is $S_y/S_z\approx1/(\kappa\lambda)=L_p/(2\pi\lambda)$. It again scales as precession length over width. Since $\operatorname{sech}$ has second derivative $-1$ at its centre, the leading relative correction is $+1/(\kappa\lambda)^2$.

Direct integration gives tilts of $0.270$ at $\lambda=8$ nm and $0.127$ at 16 nm. The law $1/(\kappa\lambda)=k_0/(\delta\lambda)$ gives $0.244$ and $0.122$, but it replaces the electron's wavenumber by $k_0$. Equation (1) gives the tilt of a wave as $kq/\delta$ with that wave's own wavenumber, which for a majority electron is close to $k_+$, 2.5% larger than $k_0$. With $q=\theta'(0)=1/\lambda$ the leading law becomes $k_+/(\delta\lambda)$, which gives $0.250$ and $0.125$. Relative to these values the excesses are 7.8% and 1.6%; the leading correction accounts for 6.0% and 1.5%.

**Exit probability.** Write $\varphi=(e^{i\kappa x/2}F,\;e^{-i\kappa x/2}G)^T$. Equation (3) becomes

$$F'=\tfrac12\theta'e^{-i\kappa x}G,\qquad G'=-\tfrac12\theta'e^{i\kappa x}F .$$

Differentiating the first and inserting the second,

$$F''=\left(\frac{\theta''}{\theta'}-i\kappa\right)F'-\frac{\theta'^2}{4}F .$$

Let $z=\tfrac12[1+\tanh(x/\lambda)]$ and $y=\kappa\lambda/2$. Then $\lambda\,dz/dx=2z(1-z)$, $\lambda\theta''/\theta'=1-2z$ and $\lambda^2\theta'^2=4z(1-z)$. Substituting and dividing by $4z(1-z)$,

$$z(1-z)\frac{d^2F}{dz^2}+\left(\tfrac12+iy-z\right)\frac{dF}{dz}+\tfrac14F=0 .$$

This is the hypergeometric equation with parameters $\tfrac12,-\tfrac12$ and $c=\tfrac12+iy$. Its second solution starts as $z^{1/2-iy}$, which would require $G\ne0$ on the far left, so it is absent. Gauss's sum at $z=1$ gives

$$|F|^2=\left|\frac{\Gamma(\frac12+iy)^2}{\Gamma(iy)\Gamma(1+iy)}\right|^2=\frac{\pi^2/\cosh^2\pi y}{\pi^2/\sinh^2\pi y}=\tanh^2\pi y .$$

Here the reflection formula supplied $|\Gamma(\frac12+iy)|^2=\pi/\cosh\pi y$, $|\Gamma(iy)|^2=\pi/(y\sinh\pi y)$ and $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$. With $|F|^2+|G|^2=1$,

$$P=\operatorname{sech}^2\frac{\pi\kappa\lambda}{2}=\operatorname{sech}^2\frac{\pi^2\lambda}{L_p}.$$

For $\lambda=2$, 4 and 8 nm the integration gives $0.148$, $0.0064$ and $1.02\times10^{-5}$, within 1% of this law. At 8 nm the spin is visibly tilted in the middle of the wall, yet it leaves almost perfectly aligned. The ratio of precession length to width sets the local mistracking in both walls; what survives at the exit depends also on how the rotation begins and ends.

## Computed results

```
energy E = 4.0 eV, exchange splitting = 0.4 eV
hbar^2/2m = 0.038100 eV nm^2
eps = 104.9874 nm^-2, delta = 5.2494 nm^-2
velocity v = 1.1862e+06 m/s
mean wavenumber k0 = 10.2463 nm^-1
lead wavenumbers k+, k- = 10.4994, 9.9869 nm^-1
precession length L_p = 12.264 nm
precession wavenumber kappa = 0.5123 nm^-1
main wall width w = 40.0 nm
rotation rate q = 0.07854 nm^-1
wall wavenumbers = 10.5024, 9.9839 nm^-1
tan(alpha) = 0.1533
alpha = 8.72 degrees
2 alpha = 17.43 degrees
largest angle, lab integration = 17.87 degrees
half precession phase Qw/2 = 10.3660 rad
fast-electron flip P = 0.01500
exact T majority->majority = 0.98493
exact T majority->minority = 0.01507
exact T minority->majority = 0.01507
exact T minority->minority = 0.98493
lab-frame T majority->minority = 0.01507
largest lab/rotating difference = 7.2e-10
reflection, majority incident = 8.50e-09
conductance = 2.000000 e^2/h (2 without wall)
abrupt-wall reflection = 6.258e-04
w (nm), L_p/2w, envelope, fast-electron P, exact P:
  5  1.2264  0.60066  0.48419  0.48389
  10  0.6132  0.27327  0.00508  0.00501
  20  0.3066  0.08593  0.05477  0.05464
  40  0.1533  0.02296  0.01500  0.01507
  80  0.0767  0.00584  0.00574  0.00573
  160  0.0383  0.00147  0.00004  0.00005
peak n, width (nm), exact P:
  1  17.34  0.11111
  2  30.04  0.04000
  4  54.85  0.01235
  8  104.07  0.00346
first zero: w = 10.62 nm, exact P = 2.4e-07
exponent of averaged exact P versus w = -1.994
averaged P times (2w/L_p)^2 at w = 20 L_p: 0.4996
smooth wall lam = 2 nm, exit P: lab 1.4777e-01, law 1.4791e-01
smooth wall lam = 4 nm, exit P: lab 6.3649e-03, law 6.3782e-03
smooth wall lam = 8 nm, exit P: lab 1.0177e-05, law 1.0236e-05
smooth wall lam = 8 nm, centre tilt ratio: lab 2.6957e-01, law 2.5002e-01
smooth wall lam = 16 nm, centre tilt ratio: lab 1.2703e-01, law 1.2501e-01
```
